# Automaton matrix product operators and two-site DMRG for long-range spin chains: test program

```python
"""Matrix product operators (MPOs) from finite automata, and two-site DMRG.

Result under test: H = J0 sum_{i<j} f(j-i) s_i.s_j with
f(r) = b^T A^(r-1) c has an MPO of bond dimension 2 + 3 K, K = dim A.
A power law r^-alpha is fitted by K exponentials; DMRG finds the ground
state E0 and the variance v = <(H-E)^2> obeys, for E < E1,
v/(Emax-E) <= E-E0 <= v/(E1-E).
Here s = S/hbar, spin 1/2; E1 is the first excited level and Emax the top
level. Energies are in units of J0, variances in J0^2; chi is the MPS bond
dimension. Basis index 0 is spin up, and site 0 is the leading index.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

ID = np.eye(2)
SZ = np.diag([0.5, -0.5])
SP = np.array([[0.0, 1.0], [0.0, 0.0]])
PAIRS = [(SZ, SZ), (SP / np.sqrt(2), SP.T / np.sqrt(2)),
         (SP.T / np.sqrt(2), SP / np.sqrt(2))]


def automaton_mpo(A, b, c, field=0.0, shift=0.0):
    """Site tensor W[left state, right state, output spin, input spin]."""
    K = len(b)
    W = np.zeros((2 + 3 * K, 2 + 3 * K, 2, 2))
    W[0, 0] = W[-1, -1] = ID
    W[0, -1] = field * SZ + shift * ID
    for channel, (first, second) in enumerate(PAIRS):
        start = 1 + channel * K
        for k in range(K):
            W[0, start + k] = b[k] * first
            W[start + k, -1] = c[k] * second
            for m in range(K):
                W[start + k, start + m] = A[k, m] * ID
    return W


def mpo_to_matrix(W, n):
    acc = W[0]
    for _ in range(n - 1):
        dim = 2 * acc.shape[1]
        acc = np.einsum('aij,abkl->bikjl', acc, W).reshape(-1, dim, dim)
    return acc[-1]


def exchange_hamiltonian(f, n, field=0.0):
    """Direct definition, using s_i.s_j = (spin exchange)/2 - 1/4."""
    states = np.arange(2**n)
    diagonal = np.zeros(2**n)
    rows, cols, vals = [], [], []
    for i in range(n):
        bit_i = (states >> (n - 1 - i)) & 1
        diagonal += field * (0.5 - bit_i)
        for j in range(i + 1, n):
            bit_j = (states >> (n - 1 - j)) & 1
            differ = bit_i != bit_j
            coupling = f[j - i - 1]
            diagonal += coupling * np.where(differ, -0.25, 0.25)
            source = states[differ]
            mask = (1 << (n - 1 - i)) | (1 << (n - 1 - j))
            rows.append(source ^ mask)
            cols.append(source)
            vals.append(np.full(len(source), coupling / 2))
    rows.append(states)
    cols.append(states)
    vals.append(diagonal)
    return coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(2**n, 2**n)).tocsr()


def operator_schmidt_rank(H, n):
    d = 2**(n // 2)
    M = H.reshape(d, d, d, d).transpose(0, 2, 1, 3).reshape(d * d, d * d)
    return np.linalg.matrix_rank(M, tol=1e-9)


def fit_exponentials(alpha, K, n):
    """Fit r^-alpha, r=1..n-1, by sum_k amplitude_k lambda_k^(r-1)."""
    index = np.arange(n // 2)
    r_matrix = index[:, None] + index[None, :] + 1.0
    G, G_next = r_matrix**-alpha, (r_matrix + 1)**-alpha
    values, vectors = eigh(G)
    U = vectors[:, -K:]
    lam = eigh(U.T @ G_next @ U, np.diag(values[-K:]), eigvals_only=True)
    r = np.arange(1, n)
    design = lam[None, :]**(r[:, None] - 1)
    amplitude = np.linalg.lstsq(design, r**-alpha, rcond=None)[0]
    return lam, amplitude, design @ amplitude


def grow_left(L, A, W):
    x = np.tensordot(L, A, (2, 0))
    x = np.tensordot(x, W, ((1, 2), (0, 3)))
    return np.tensordot(A, x, ((0, 1), (0, 3))).transpose(0, 2, 1)


def grow_right(R, B, W):
    x = np.tensordot(B, R, (2, 2))
    x = np.tensordot(x, W, ((3, 1), (1, 3)))
    return np.tensordot(B, x, ((1, 2), (3, 1))).transpose(0, 2, 1)


def boundaries(W):
    L = np.zeros((1, W.shape[0], 1))
    R = L.copy()
    L[0, 0, 0] = R[0, -1, 0] = 1.0
    return L, R


def apply_effective(L, W, R, theta):
    x = np.tensordot(L, theta, (2, 0))
    x = np.tensordot(x, W, ((1, 2), (0, 3)))
    x = np.tensordot(x, W, ((3, 1), (0, 3)))
    return np.tensordot(x, R, ((1, 3), (2, 1)))


def lanczos_lowest(apply, start, steps=12):
    basis = [start / np.linalg.norm(start)]
    alphas, betas = [], []
    for step in range(steps):
        w = apply(basis[-1])
        alphas.append(basis[-1] @ w)
        Q = np.array(basis)
        for _ in range(2):
            w = w - Q.T @ (Q @ w)
        beta = np.linalg.norm(w)
        if beta < 1e-9 or step == steps - 1:
            break
        betas.append(beta)
        basis.append(w / beta)
    T = np.diag(alphas)
    for k, beta in enumerate(betas):
        T[k, k + 1] = T[k + 1, k] = beta
    values, vectors = np.linalg.eigh(T)
    vector = np.array(basis).T @ vectors[:, 0]
    return values[0], vector / np.linalg.norm(vector)


def split(theta, chi):
    a, _, _, b = theta.shape
    U, s, V = np.linalg.svd(theta.reshape(2 * a, 2 * b), full_matrices=False)
    keep = min(chi, int(np.sum(s > 1e-12)))
    discarded = np.sum(s[keep:]**2) / np.sum(s**2)
    s = s[:keep] / np.linalg.norm(s[:keep])
    return (U[:, :keep].reshape(a, 2, keep), s,
            V[:keep].reshape(keep, 2, b), discarded)


def dmrg(psi, W, chi, sweeps):
    """Input and output are right-canonical, with the centre at site 0."""
    n = len(psi)
    L, R = [None] * n, [None] * n
    L[0], R[-1] = boundaries(W)
    for i in range(n - 1, 0, -1):
        R[i - 1] = grow_right(R[i], psi[i], W)
    for _ in range(sweeps):
        largest_discarded = 0.0
        path = [(i, True) for i in range(n - 1)]
        path += [(i, False) for i in range(n - 2, -1, -1)]
        for i, moving_right in path:
            theta = np.tensordot(psi[i], psi[i + 1], (2, 0))
            shape = theta.shape
            energy, vector = lanczos_lowest(
                lambda v: apply_effective(L[i], W, R[i + 1],
                                          v.reshape(shape)).ravel(),
                theta.ravel())
            U, s, V, discarded = split(vector.reshape(shape), chi)
            largest_discarded = max(largest_discarded, discarded)
            if moving_right:
                psi[i], psi[i + 1] = U, s[:, None, None] * V
                L[i + 1] = grow_left(L[i], psi[i], W)
            else:
                psi[i], psi[i + 1] = U * s, V
                R[i] = grow_right(R[i + 1], psi[i + 1], W)
    return energy, largest_discarded


def expectation(psi, W):
    E, _ = boundaries(W)
    for A in psi:
        E = grow_left(E, A, W)
    return E[0, -1, 0]


def expectation_square(psi, W):
    E = np.zeros((1, W.shape[0], W.shape[0], 1))
    E[0, 0, 0, 0] = 1.0
    for A in psi:
        x = np.tensordot(E, A, (3, 0))
        x = np.tensordot(x, W, ((2, 3), (0, 3)))
        x = np.tensordot(x, W, ((1, 4), (0, 3)))
        E = np.tensordot(A, x, ((0, 1), (0, 4))).transpose(0, 3, 2, 1)
    return E[0, -1, -1, 0]


def state_vector(psi):
    vector = np.ones((1, 1))
    for A in psi:
        vector = np.tensordot(vector, A, (1, 0)).reshape(-1, A.shape[2])
    return vector[:, 0]


# Automata against Hamiltonians constructed directly from the definition.
small_n = 6
distances = np.arange(1, small_n)
cases = {
    'nearest neighbour': (np.zeros((1, 1)), [1.0], [1.0],
                          np.array([1.0, 0, 0, 0, 0])),
    'range two': (np.array([[0.0, 1.0], [0.0, 0.0]]), [1.0, 0.0],
                  [1.0, 0.3], np.array([1.0, 0.3, 0, 0, 0])),
    'one exponential': (np.array([[0.5]]), [1.0], [1.0],
                        0.5**(distances - 1.0)),
}
print("MPO test chain: N =", small_n, "; range-two couplings 1, 0.3 J0;",
      "lambda = 0.5")
for name, (A, b, c, f) in cases.items():
    for field in (0.0, 0.7):
        W = automaton_mpo(A, b, c, field=field)
        direct = exchange_hamiltonian(f, small_n, field).toarray()
        assert np.allclose(mpo_to_matrix(W, small_n), direct, atol=1e-12)
    direct = exchange_hamiltonian(f, small_n).toarray()
    rank = operator_schmidt_rank(direct, small_n)
    assert rank == W.shape[0]
    print(f"{name}: MPO dimension {W.shape[0]}, operator rank {rank}")

alpha = 3.0
power_ranks = []
for n in (2, 4, 6):
    direct = exchange_hamiltonian(np.arange(1, n)**-alpha, n).toarray()
    power_ranks.append(operator_schmidt_rank(direct, n))
# For N=2 the half-chain Hamiltonians vanish, leaving only three channels.
assert power_ranks == [3, 8, 11]
print("power-law operator ranks at N = 2, 4, 6:", *power_ranks)

# A random mixed-canonical state tests the local problem and truncation.
rng = np.random.default_rng(7)


def random_isometry(rows, columns):
    return np.linalg.qr(rng.normal(size=(rows, columns)))[0]


A0 = random_isometry(2, 2).reshape(1, 2, 2)
A1 = random_isometry(4, 3).reshape(2, 2, 3)
B4 = random_isometry(4, 3).T.reshape(3, 2, 2)
B5 = random_isometry(2, 2).T.reshape(2, 2, 1)
A, b, c, f = cases['one exponential']
W = automaton_mpo(A, b, c)
L, R = boundaries(W)
L = grow_left(grow_left(L, A0, W), A1, W)
R = grow_right(grow_right(R, B5, W), B4, W)
left = np.tensordot(A0, A1, (2, 0)).reshape(4, 3)
right = np.tensordot(B4, B5, (2, 0)).reshape(3, 4)
P = np.kron(np.kron(left, np.eye(4)), right.T)
effective = np.array([apply_effective(L, W, R, e.reshape(3, 2, 2, 3)).ravel()
                      for e in np.eye(36)]).T
direct = exchange_hamiltonian(f, small_n).toarray()
assert np.allclose(P.T @ P, np.eye(36), atol=1e-12)
assert np.allclose(effective, P.T @ direct @ P, atol=1e-12)
theta = rng.normal(size=(3, 2, 2, 3))
theta /= np.linalg.norm(theta)
U, s, V, discarded = split(theta, 3)
truncated = np.tensordot(U * s, V, (2, 0))
overlap = (P @ theta.ravel()) @ (P @ truncated.ravel())
assert abs(overlap**2 - (1 - discarded)) < 1e-12

# Power law: moment representation and exponential fits.
for r in (1, 2, 7):
    integral = quad(lambda x: x**(r - 1) * (-np.log(x))**(alpha - 1)
                    / gamma(alpha), 0, 1, epsabs=1e-11)[0]
    assert abs(integral - r**-alpha) < 1e-8
N = 14
r = np.arange(1, N)
power = r**-alpha
print(f"Worked chain: N = {N}, alpha = {alpha:g}, field = 0 J0")
fit_errors = []
for K in range(1, 5):
    lam, amplitude, fitted = fit_exponentials(alpha, K, N)
    assert np.all((lam > 0) & (lam < 1))
    fit_errors.append(np.max(np.abs(fitted - power)))
    print(f"K = {K}: largest coupling error {fit_errors[-1]:.3e} J0")
assert np.all(np.diff(fit_errors) < 0) and fit_errors[-1] < 1e-4
assert np.all(fitted > 0)
print("lambda_k (dimensionless):", *[f"{x:.6f}" for x in lam])
print("amplitude_k (J0):", *[f"{x:.6f}" for x in amplitude])
print(f"f(1), f(13) fitted: {fitted[0]:.8f}, {fitted[-1]:.8f} J0")
print(f"f(1), f(13) power law: {power[0]:.8f}, {power[-1]:.8f} J0")
W_small = automaton_mpo(np.diag(lam), np.ones(K), amplitude)
assert np.allclose(mpo_to_matrix(W_small, small_n),
                   exchange_hamiltonian(fitted, small_n).toarray(), atol=1e-12)

# Independent reference energies from sparse diagonalization.
H_power = exchange_hamiltonian(power, N)
H_fit = exchange_hamiltonian(fitted, N)
start = rng.normal(size=2**N)
E_power = eigsh(H_power, k=1, which='SA', v0=start,
                return_eigenvectors=False)[0]
E0, E1 = np.sort(eigsh(H_fit, k=2, which='SA', v0=start,
                       return_eigenvectors=False))
Emax = eigsh(H_fit, k=1, which='LA', v0=start,
             return_eigenvectors=False)[0]
fit_bound = 0.75 * np.sum((N - r) * np.abs(fitted - power))
assert abs(E0 - E_power) <= fit_bound + 1e-11
print(f"E0 power law: {E_power:.10f} J0")
print(f"E0 fitted couplings: {E0:.10f} J0")
print(f"fit energy shift: {E0 - E_power:.3e} J0; bound {fit_bound:.3e} J0")
print(f"E1 fitted: {E1:.8f} J0; gap {E1 - E0:.8f} J0")

# A zero-variance state need not be the ground state.
up = [np.array([1.0, 0.0]).reshape(1, 2, 1) for _ in range(N)]
W = automaton_mpo(np.diag(lam), np.ones(K), amplitude)
E_up = expectation(up, W)
W_shifted = automaton_mpo(np.diag(lam), np.ones(K), amplitude,
                          shift=-E_up / N)
v_up = expectation_square(up, W_shifted)
assert abs(E_up - Emax) < 1e-9 and abs(v_up) < 1e-11
print(f"polarized state: E = {E_up:.8f} J0, |variance| = {abs(v_up):.1e} J0^2")
print(f"Emax by diagonalization: {Emax:.8f} J0")

# DMRG from the Neel state; each chi starts from the preceding state.
psi = [ID[i % 2].reshape(1, 2, 1).copy() for i in range(N)]
print(f"DMRG MPO dimension: {W.shape[0]}; 4 double sweeps per chi")
energies, errors, variances = [], [], []
for chi in (4, 8, 16, 32):
    energy, discarded = dmrg(psi, W, chi, sweeps=4)
    assert abs(energy - expectation(psi, W)) < 1e-10
    W_shifted = automaton_mpo(np.diag(lam), np.ones(K), amplitude,
                              shift=-energy / N)
    variance = expectation_square(psi, W_shifted)
    vector = state_vector(psi)
    residual = H_fit @ vector - energy * vector
    assert abs(vector @ vector - 1) < 1e-11
    assert abs(variance - residual @ residual) < 1e-11
    error = energy - E0
    assert energy < E1
    lower = variance / (Emax - energy)
    upper = variance / (E1 - energy)
    assert lower - 1e-11 <= error <= upper + 1e-11
    energies.append(energy)
    errors.append(error)
    variances.append(variance)
    print(f"chi = {chi}: E = {energy:.10f} J0, discarded = {discarded:.2e}")
    print(f"  error = {error:.3e} J0, variance = {variance:.3e} J0^2")
    print(f"  error bounds: {lower:.3e} to {upper:.3e} J0")
assert np.all(np.diff(errors) < 0) and np.all(np.diff(variances) < 0)
assert errors[-1] < 1e-5
slope = (energies[-2] - energies[-1]) / (variances[-2] - variances[-1])
extrapolated = energies[-1] - slope * variances[-1]
print(f"variance extrapolation, chi = 16 and 32: {extrapolated:.10f} J0")
print(f"extrapolated minus E0 fitted: {extrapolated - E0:.3e} J0")
print(f"final DMRG minus E0 power law: {energies[-1] - E_power:.3e} J0")
print("PASS")
```

Output:

```
MPO test chain: N = 6 ; range-two couplings 1, 0.3 J0; lambda = 0.5
nearest neighbour: MPO dimension 5, operator rank 5
range two: MPO dimension 8, operator rank 8
one exponential: MPO dimension 5, operator rank 5
power-law operator ranks at N = 2, 4, 6: 3 8 11
Worked chain: N = 14, alpha = 3, field = 0 J0
K = 1: largest coupling error 1.971e-02 J0
K = 2: largest coupling error 1.092e-03 J0
K = 3: largest coupling error 7.736e-05 J0
K = 4: largest coupling error 3.228e-06 J0
lambda_k (dimensionless): 0.030869 0.225151 0.529163 0.812280
amplitude_k (J0): 0.630437 0.300910 0.063495 0.005158
f(1), f(13) fitted: 1.00000000, 0.00045615 J0
f(1), f(13) power law: 1.00000000, 0.00045517 J0
E0 power law: -5.8114147258 J0
E0 fitted couplings: -5.8114120480 J0
fit energy shift: 2.678e-06 J0; bound 7.989e-05 J0
E1 fitted: -5.55852484 J0; gap 0.25288721 J0
polarized state: E = 3.80488551 J0, |variance| = 1.8e-17 J0^2
Emax by diagonalization: 3.80488551 J0
DMRG MPO dimension: 14; 4 double sweeps per chi
chi = 4: E = -5.8040422028 J0, discarded = 6.18e-04
  error = 7.370e-03 J0, variance = 1.442e-02 J0^2
  error bounds: 1.501e-03 to 5.874e-02 J0
chi = 8: E = -5.8113567892 J0, discarded = 5.13e-06
  error = 5.526e-05 J0, variance = 1.395e-04 J0^2
  error bounds: 1.450e-05 to 5.516e-04 J0
chi = 16: E = -5.8114118293 J0, discarded = 4.40e-08
  error = 2.187e-07 J0, variance = 5.085e-07 J0^2
  error bounds: 5.288e-08 to 2.011e-06 J0
chi = 32: E = -5.8114120479 J0, discarded = 9.69e-12
  error = 4.670e-11 J0, variance = 2.028e-10 J0^2
  error bounds: 2.109e-11 to 8.019e-10 J0
variance extrapolation, chi = 16 and 32: -5.8114120480 J0
extrapolated minus E0 fitted: -4.053e-11 J0
final DMRG minus E0 power law: 2.678e-06 J0
PASS
```
